# Testing NASA Polynomials at the Junction Before Computing Deposition Equilibria

## What dimensions fix

An equilibrium constant is a pure number, and so is its logarithm. A molar Gibbs energy $G$ can enter that logarithm only after division by another molar energy, and the thermal one is $RT$. The quantities to tabulate are therefore $G/RT$, $H/RT$, $S/R$ and $C_p/R$.

Take a quartic for the heat capacity at the standard pressure:

$$\frac{C_p}{R}=a_1+a_2T+a_3T^2+a_4T^3+a_5T^4 .$$

Since the left side is dimensionless, $a_2$ has the unit $\mathrm{K^{-1}}$, and so on down to $\mathrm{K^{-4}}$ for $a_5$. At constant pressure $dH=C_p\,dT$. Integrating term by term, writing the integration constant as $Ra_6$ and dividing by $RT$ gives

$$\frac{H}{RT}=a_1+\frac{a_2T}{2}+\frac{a_3T^2}{3}+\frac{a_4T^3}{4}+\frac{a_5T^4}{5}+\frac{a_6}{T}.$$

Hence $a_6$ is a temperature. Likewise $dS=(C_p/T)\,dT$ gives

$$\frac{S}{R}=a_1\ln T+a_2T+\frac{a_3T^2}{2}+\frac{a_4T^3}{3}+\frac{a_5T^4}{4}+a_7 .$$

Here $\ln T$ means $\ln(T/1\ \mathrm K)$; another unit of temperature would require another $a_7$. Finally $G=H-TS$, so

$$\frac{G}{RT}=\frac{H}{RT}-\frac{S}{R}.$$

Five coefficients describe the heat capacity and two are integration constants. The heat capacity within the fitted range does not determine those two, which is where the trouble starts.

One quartic may not cover the whole temperature span, so each species has two sets of seven coefficients, meeting at a junction temperature $T_m$. The low set is used here for $T\le T_m$. The standard pressure is $p^\circ=1$ bar, gases are ideal, and $H$ includes the enthalpy of formation from the solid element at 298.15 K.

## The naive scheme and its failure

Consider deposition of antimony from its vapour,

$$\mathrm{Sb}_n(g)\rightarrow n\,\mathrm{Sb}(s),\qquad n=2,4.$$

The reaction Gibbs energy is $\Delta G=nG_s-G_g$. With $\ln K=-\Delta G/RT$,

$$\ln K_n=\frac{G_g}{RT}-n\frac{G_s}{RT}.$$

Pure solid has unit activity, so at equilibrium $K_n=1/(p_n/p^\circ)$. The saturation pressure of each vapour species is $p_n=p^\circ/K_n$, and the total is $p_\mathrm{sat}=p_2+p_4$.

The naive scheme selects a range, computes $K_n$, and solves $p_\mathrm{sat}(T)=p$ for the temperature below which solid is stable under an arriving pressure $p$. Take $p=2.0\times10^{-6}$ Torr and $T_m=600$ K, with the model antimony table described below. The sound table gives 605 K.

Now raise $a_7$ of Sb$_4$ by 0.5 in the high range. The gas entropy rises by $0.5R$, $G_g/RT$ falls by 0.5, and $p_4$ is multiplied by $e^{0.5}=1.65$ above the junction. At 600 K the low branch gives $p_\mathrm{sat}=1.459\times10^{-6}$ Torr and the high branch $2.405\times10^{-6}$ Torr. The arriving pressure lies inside this gap. Since $p_\mathrm{sat}$ rises with temperature on either side, the equation has no solution.

A bracketing root finder nevertheless returns 600.00 K, because the sign of $p_\mathrm{sat}-p$ changes there. The answer looks reasonable and is merely the position of the fault. A scan from 450 to 880 K in steps of 0.1 K finds no value of $|\ln(p_\mathrm{sat}/p)|$ below 0.191. That minimum occurs at the first point above the junction; the limit at the junction itself is $\ln(2.405/2.0)=0.184$.

## What a jump does to the Gibbs energy

Let $\delta X$ be the high-range value minus the low-range value at $T_m$, and let $\Delta C_p(t)$ be the same difference at temperature $t$, with both polynomials continued there. Integrating away from the junction,

$$H_\mathrm{high}(T)-H_\mathrm{low}(T)=\delta H+\int_{T_m}^{T}\Delta C_p(t)\,dt,$$

$$S_\mathrm{high}(T)-S_\mathrm{low}(T)=\delta S+\int_{T_m}^{T}\frac{\Delta C_p(t)}{t}\,dt .$$

Subtract $T$ times the second line from the first:

$$G_\mathrm{high}-G_\mathrm{low}=\delta H-T\,\delta S+\int_{T_m}^{T}\Delta C_p(t)\left(1-\frac Tt\right)dt .$$

This equation shows what each test can detect.

**Enthalpy and entropy.** At $T=T_m$ the integral vanishes and $\delta G=\delta H-T_m\delta S$. One might therefore test only whether $G$ is continuous. That test is blind when $\delta H=T_m\delta S$. To see what remains wrong, use $dG/dT=-S$ at constant pressure:

$$\frac{d}{dT}\left(\frac GT\right)=-\frac ST-\frac{G}{T^2}=-\frac{TS+G}{T^2}=-\frac{H}{T^2}.$$

An enthalpy jump thus breaks the slope of $G/T$ even when its value is continuous. Applied to the reaction, the same identity gives

$$\frac{d\ln K}{dT}=\frac{\Delta H}{RT^2},\qquad \Delta H=nH_s-H_g .$$

As an example, add 300 K to $a_6$ and 0.5 to $a_7$ in the high range of Sb$_4$. Then $\delta H/RT_m=300/600=0.5$ and $\delta S/R=0.5$. Their difference, including the small jumps already in the table, is $-2.8\times10^{-6}$. A test of $G$ passes, while the separate tests of $H$ and $S$ fail plainly.

The slope of $\ln p_4$ breaks by $300/600^2=8.33\times10^{-4}\ \mathrm{K^{-1}}$. The total pressure shows $8.32\times10^{-4}\ \mathrm{K^{-1}}$, because about 0.15% of the vapour is Sb$_2$, whose data were left alone. At 900 K the gas term has changed by $300/900-0.5=-1/6$, so $p_4$ is too high by the factor $e^{1/6}=1.18$. The fault grows with distance from the point at which it was hidden.

**Heat capacity.** Suppose $\delta H=\delta S=0$ and $\Delta C_p$ keeps the constant value $\delta C_p$. The integral becomes

$$G_\mathrm{high}-G_\mathrm{low}=\delta C_p\left[(T-T_m)-T\ln\frac{T}{T_m}\right].$$

Put $u=T-T_m$ and expand the logarithm:

$$T\ln\frac T{T_m}=(T_m+u)\left(\frac u{T_m}-\frac{u^2}{2T_m^2}+\dots\right)=u+\frac{u^2}{2T_m}+\dots$$

The linear terms cancel, leaving

$$G_\mathrm{high}-G_\mathrm{low}\simeq-\delta C_p\frac{(T-T_m)^2}{2T_m}.$$

A heat-capacity jump therefore acts at second order near the junction. For $\delta C_p=0.1R$ in Sb$_4$, the full expression at 900 K gives

$$\delta\ln K_4=0.1\left[1-\frac{600}{900}-\ln1.5\right]=-0.0072 .$$

The constant changes by less than one percent. The test is still useful: where no transition lies at $T_m$, a heat-capacity jump points to a damaged coefficient among $a_1$ to $a_5$ or to a poor fit, and it can be allowed a looser limit than the other two.

## Limits chosen from the wanted accuracy

Let the junction be allowed to change $\ln K_4$ by at most 0.01. From the definition of $K_4$,

$$\delta\ln K_4=\left(\frac{\delta H_g}{RT_m}-\frac{\delta S_g}{R}\right)-4\left(\frac{\delta H_s}{RT_m}-\frac{\delta S_s}{R}\right).$$

In the worst case all terms add. If every $|\delta H|/RT_m$ and $|\delta S|/R$ is below 0.001, each bracket is below 0.002 in magnitude, and

$$|\delta\ln K_4|<(1+4)(0.001+0.001)=0.01 .$$

For $|\delta C_p|/R$ the limit is 0.01. Scaling the result above, a constant difference of this size changes $G/RT$ of one species by $7.2\times10^{-4}$ at 900 K. With the same worst-case weight of five, that is 0.0036 in $\ln K_4$. The enthalpy and entropy jumps can contribute up to $5(0.001\times600/900+0.001)=0.0083$ there, so the three together can reach 0.012. The allowance of 0.01 thus holds at the junction itself; if the heat-capacity difference stays constant, slightly tighter limits keep it up to 900 K. No junction limit bounds an error that vanishes at $T_m$ and grows away from it: a high-range error $\Delta C_p/R=c\,(T-T_m)$ with $H$ and $S$ continuous passes all three tests, yet for $c=10^{-3}\ \mathrm{K^{-1}}$ it changes $\ln K_4$ at 900 K by $-0.0067$, in proportion to $c$. A reaction with larger stoichiometric numbers needs tighter limits.

The number of stored digits matters too. With nine significant digits the model table passes easily. Rounding the Sb$_4$ coefficients to five digits produces jumps of $-7.1\times10^{-4}$ in $H/RT$ and $-5.3\times10^{-4}$ in $S/R$. These pass, but use more than half the allowance. Bounding each rounding error by $5\times10^{-5}$ of its coefficient shows only that rounding changes the two jumps by at most $5.2\times10^{-3}$ and $7.1\times10^{-3}$. These bounds are not reached, but a pass is still not guaranteed: $a_6$ is near 22000 K, so five digits leave an error of up to 0.5 K in each range. If the two errors have opposite signs, they alone change the jump in $H/RT$ by up to $2\times0.5/600=1.7\times10^{-3}$, which is above the limit.

## Two further cases continuity cannot decide

**A common offset.** If $a_6$ is wrong by the same amount in both ranges, the term $a_6/T_m$ shifts equally on both sides and every jump is unchanged. An Sb$_4$ enthalpy too high by 5 kJ/mol throughout passes all three tests. It is caught by evaluating $H$ at 298.15 K and comparing it with the independently known formation enthalpy; the discrepancy is then 5.000 kJ/mol. Entropy needs an anchor for the same reason. Continuity is necessary for a smooth phase, but it does not establish that the data are right.

**A real phase transition.** At a first-order transition the two phases have equal $G$ but different $H$ and $S$, so $\delta H=T_m\delta S$ with both jumps nonzero. Numerically this is the pattern of the compensated fault. An equilibrium transition on heating has $\delta H>0$, so negative compensated jumps larger than the limits indicate a fault. When the jumps are positive, continuity tests alone cannot separate the two cases, so the table must state whether a transition lies at $T_m$. If it does, continuity of $G$ is required, and the enthalpy jump must match the known latent heat.

When $C_p$ is continuous and the low range is known to be right, jumps in $H$ and $S$ can be removed by adding $-\delta H/R$ to the high $a_6$ and $-\delta S/R$ to the high $a_7$. Without that knowledge the repair may attach a good branch to a bad one. A heat-capacity jump cannot be repaired this way, since $a_6$ and $a_7$ do not enter $C_p$.

## The resulting scheme

1. Read both coefficient sets, the junction temperature, the outer limits and the phase of each species.
2. Evaluate both sets at $T_m$, and compare $C_p/R$, $H/RT$ and $S/R$ separately with their limits. At a declared first-order transition, test $G$ and the latent heat instead.
3. Compare $H$ and $S$ at 298.15 K with independent anchor values.
4. Stop if a test fails. Otherwise select the range and form $G/RT$ for each species.
5. Form $\ln K$, and only then solve for a deposition temperature. Reject a root at $T_m$ unless the equation is satisfied from both sides within the allowed change of $\ln K$.

## A model antimony table

The parameters are rough, rounded values in the regime of antimony, not evaluated data. Sb$_2$ has a bond length of 2.3 Å, one vibration at 270 cm$^{-1}$ and a formation enthalpy of 230 kJ/mol. Tetrahedral Sb$_4$ has a bond length of 2.8 Å, vibrations at 240, 140 (twice) and 180 (three times) cm$^{-1}$, and a formation enthalpy of 205 kJ/mol.

For a rigid, harmonic gas molecule let $q$ be the partition function counted from the lowest level, with volume $kT/p^\circ$ per molecule. Then

$$\frac{G}{RT}=\frac{H(0)}{RT}-\ln q .$$

The identity $H=-T^2\,d(G/T)/dT$ gives $H=H(0)+RT^2\,d\ln q/dT$, and $S=(H-G)/T$. The translational part is $q_t=(2\pi mkT/h^2)^{3/2}kT/p^\circ$, proportional to $T^{5/2}$. Classical rotation of Sb$_4$ contributes $T^{3/2}$. Together they give an enthalpy $4RT$ and a heat capacity $4R$. A vibration of wavenumber $\tilde\nu$ has $q_v=1/(1-e^{-x})$ with $x=hc\tilde\nu/kT$, and adds $RTx/(e^x-1)$ to the enthalpy. Differentiating,

$$\frac{C_p(\mathrm{Sb_4})}{R}=4+\sum_{i=1}^{6}\frac{x_i^2e^{x_i}}{(e^{x_i}-1)^2}.$$

When all $x_i$ are small, each term of the sum tends to 1 and the total to 10. Sb$_2$ has $7/2$ in place of 4, and one vibration.

The solid is a Debye solid with $\theta_D=200$ K and a small linear term:

$$\frac{C_p}{R}=9\left(\frac{T}{\theta_D}\right)^3\int_0^{\theta_D/T}\frac{t^4e^t}{(e^t-1)^2}dt+3bT,\qquad b=2.0\times10^{-4}\ \mathrm{K^{-1}} .$$

Its entropy is the integral of $C_p/T$ from absolute zero, and its enthalpy is set to zero at 298.15 K.

Separate least-squares quartics cover 298.15–600 K and 600–900 K. The low set takes $a_6$ and $a_7$ from the model values at 298.15 K, the high set from those at 900 K. Agreement at 600 K is not imposed. However, least squares makes the heat-capacity residuals sum to zero over the fit points in each range. With the 61 evenly spaced points used here, their integral is then also close to zero, which tends to keep the enthalpy jump small even for a somewhat poorer fit. A small enthalpy jump therefore shows that the coefficients and constants are consistent, not that the fit is good. All coefficients stand in the numerical output.

For Sb$_4$ at 600 K the five heat-capacity terms add up as follows:

$$\text{low: } 7.43926+9.34606-14.29399+10.26641-2.85012=9.90762,$$

$$\text{high: } 9.09714+1.94320-1.76014+0.75329-0.12546=9.90803 .$$

The jump is $4\times10^{-4}$, and both values lie just below the limit of 10. The individual coefficients differ greatly between the ranges, so comparing them one by one would say nothing about continuity. The jumps in $H/RT$ and $S/R$ are $9.4\times10^{-7}$ and $3.7\times10^{-6}$. The other two species have smaller jumps, and $\ln K_4$ changes by $-1.8\times10^{-7}$.

A separate calculation of $\ln K_n$ used explicit sums over rotational and vibrational levels and a Debye free-energy integral. At 350, 500, 599, 601, 700 and 850 K the table differs from it by at most $7.2\times10^{-5}$. The largest difference comes from the reference enthalpy, not from the fit: rotation is summed level by level, while $H(298.15\ \mathrm K)-H(0)$ is taken from the classical formula. The comparison checks the table within the model, not the accuracy of the model for antimony.

## Deposition constants and the condensation temperature

At 700 K the table gives $G/RT=-6.30665$ for the solid, $7.55385$ for Sb$_2$ and $-10.77321$ for Sb$_4$. Hence

$$\ln K_4=-10.77321-4(-6.30665)=14.453,$$

$$\ln K_2=7.55385-2(-6.30665)=20.167 .$$

With 1 bar equal to 750.06 Torr, $p_\mathrm{sat}=750.06\,(e^{-14.453}+e^{-20.167})=3.98\times10^{-4}$ Torr. The enthalpies give

$$\frac{\Delta H}{RT}=4(1.87775)-40.87337=-33.3624,$$

or $\Delta H=-194$ kJ/mol for Sb$_4$ deposition. Deposition releases heat, so $K_4$ falls on heating: $\ln K_4$ is 28.0 at 500 K and 10.3 at 800 K.

For $2.0\times10^{-6}$ Torr the condensation temperature is 604.82 K, both from the table and from the level sums; this is a value of the model. The model's vapour pressure is about four times the handbook values for antimony (4.3 Pa against about 1 Pa at 807 K, 40 Pa against about 10 Pa at 876 K), and its Sb$_4$ entropy at 298.15 K, 360 J/(mol K), lies above the tabulated value of about 351. Matching the measured pressures would put the condensation temperature near 625–635 K. If the vapour is Sb$_4$ at this pressure and the surface is at 550 K, the supersaturation ratio $(p/p^\circ)K_4$ is about 50. Solid is then strongly favoured thermodynamically, though nucleation may still delay it.

The effect of an enthalpy error follows from the slope. Raising the Sb$_4$ enthalpy by $\epsilon$ lowers $\ln p_4$ by $\epsilon/RT$. A temperature rise $\delta T$ restores it when $|\Delta H|\,\delta T/RT^2=\epsilon/RT$, so to first order

$$\delta T=\frac{\epsilon T}{|\Delta H|}.$$

For $\epsilon=5$ kJ/mol, using the 700 K value of $\Delta H$, this is $5\times605/194\approx15.6$ K. Solving again with the altered table gives 15.3 K. This is the offset that passes every continuity test.

The real setting is antimonide molecular beam epitaxy, where excess antimony should leave the surface instead of forming a separate solid. The arriving pressure is of the order used for such beams, and GaSb is grown at roughly 750 K, well above the model's 605 K (332 °C). Real growth departs from the assumption of vapour and solid at one temperature. For a beam of Sb$_4$ at 800 K (a beam cracked to Sb$_2$ would need a balance of atoms instead), with equal condensation and evaporation coefficients, equating fluxes proportional to $p/\sqrt T$ gives $p_\mathrm{sat}=p\sqrt{T/800\ \mathrm K}$ and moves the result by $-2.2$ K. This treats the beam as an isotropic gas with flux $n\langle v\rangle/4$; a directed beam at normal incidence with the same density carries $n\langle v\rangle$, which turns the shift into about $+20$ K, and converting an ion-gauge reading into a density brings further factors. Morse vibrations of Sb$_4$ with relative anharmonicity 0.002, at fixed enthalpy at 298.15 K, move it by $-1.2$ K. Atomic antimony, taken with a formation enthalpy of 265 kJ/mol and a fourfold ground level, supplies only $5\times10^{-8}$ of the saturation pressure. Anharmonicity and atomic antimony are thus small beside the assumed 5 kJ/mol enthalpy error, while the conversion of beam pressure to flux and the model's offset from measured vapour pressures are of the same size or larger. Binding to a foreign surface and nucleation barriers are not included, so 605 K indicates bulk antimony condensation only to within a few tens of kelvin, and it is not a growth limit for the compound.

## Calculated quantities

```
Sb atomic mass: 121.76 u; standard pressure: 1 bar
ranges: 298.15, 600, 900 K
solid: Debye T 200 K, linear Cp term 2.0e-04 1/K
Sb2: bond 2.3 angstrom, symmetry 2, Hf 230 kJ/mol
Sb2 wavenumbers (1/cm): 270
Sb4: bond 2.8 angstrom, symmetry 12, Hf 205 kJ/mol
Sb4 wavenumbers (1/cm): 240 140 140 180 180 180
coefficients a1..a7 (powers of K):
Sb(s) low a1-a4: 2.50944269e+00 3.62523715e-03 -7.78197125e-06 9.37563335e-09
Sb(s) low a5-a7: -4.35875860e-12 -8.57038008e+02 -9.69678472e+00
Sb(s) high a1-a4: 2.83463817e+00 1.19573938e-03 -9.01947684e-07 6.44664183e-10
Sb(s) high a5-a7: -1.79214493e-13 -8.92324142e+02 -1.10645295e+01
Sb2 low a1-a4: 3.63096968e+00 5.16757462e-03 -1.29714212e-05 1.53577902e-08
Sb2 low a5-a7: -7.04800304e-12 2.64379642e+04 8.95517029e+00
Sb2 high a1-a4: 4.17158560e+00 1.17016033e-03 -1.75859494e-06 1.25035356e-09
Sb2 high a5-a7: -3.46230323e-13 2.63786609e+04 6.67562721e+00
Sb4 low a1-a4: 7.43926294e+00 1.55767734e-02 -3.97055277e-05 4.75296669e-08
Sb4 low a5-a7: -2.19916922e-11 2.20127268e+04 -2.37983304e+00
Sb4 high a1-a4: 9.09713951e+00 3.23867317e-03 -4.88927238e-06 3.48745270e-09
Sb4 high a5-a7: -9.68022068e-13 2.18320967e+04 -9.35934240e+00
largest Cp/R fit error: 5.3e-04
limits on jumps of Cp/R, H/RT, S/R: 1e-02 1e-03 1e-03
Sb(s) jumps Cp/R, H/RT, S/R: 8.5e-05 2.0e-07 8.6e-07
Sb2 jumps Cp/R, H/RT, S/R: 1.3e-04 3.2e-07 1.1e-06
Sb4 jumps Cp/R, H/RT, S/R: 4.2e-04 9.4e-07 3.7e-06
jump of ln K(Sb4) at junction: -1.8e-07
largest ln K error against level sums: 7.2e-05
Sb(s) at 700 K, H/RT S/R G/RT: 1.87775 8.18440 -6.30665
Sb2 at 700 K, H/RT S/R G/RT: 42.06830 34.51445 7.55385
Sb4 at 700 K, H/RT S/R G/RT: 40.87337 51.64658 -10.77321
500 K: ln K(Sb4) 28.023, ln K(Sb2) 35.636, psat 5.071e-10 Torr
600 K: ln K(Sb4) 20.059, ln K(Sb2) 26.581, psat 1.459e-06 Torr
700 K: ln K(Sb4) 14.453, ln K(Sb2) 20.167, psat 3.977e-04 Torr
800 K: ln K(Sb4) 10.315, ln K(Sb2) 15.398, psat 2.500e-02 Torr
deposition enthalpy Sb4 at 700 K: -194.17 kJ/mol
arriving pressure: 2.0e-06 Torr
condensation T: table 604.82 K, level sums 604.82 K
Sb2 share of saturated vapour there: 1.53e-03
Sb4 supersaturation ratio at 550 K: 50.5
entropy fault: Sb4 high a7 raised by 0.5
  psat below/above junction: 1.459e-06 / 2.405e-06 Torr
  false root 600.00 K; least |ln(psat/p)| 0.191
compensated fault: Sb4 high a6 +300 K, a7 +0.5
  jumps H/RT 0.5000, S/R 0.5000, G/RT -2.8e-06
  ln psat slope break 8.321e-04 1/K; Sb4 psat ratio at 900 K 1.181
Cp/R fault 0.1, H and S continuous: ln K change at 900 K -0.00721
common offset: anchor error 5.000 kJ/mol
5-digit Sb4 jumps H/RT, S/R: -7.1e-04, -5.3e-04
5-digit rounding bounds H/RT, S/R: 5.2e-03, 7.1e-03
condensation T shift, Sb4 Hf +5 kJ/mol: 15.32 K
shift, relative anharmonicity 0.002: -1.16 K
shift, beam at 800 K: -2.18 K
atomic Sb pressure / total psat: 5.0e-08
```
